# Rare-gas p-to-s excitation: J = 1 intensities from LS to jj coupling

**Question**

I am working on the excitation $np^6\to np^5(n+1)s$ of a rare-gas atom. My time-dependent density functional calculation has no spin-orbit coupling, so it gives one bright singlet and one dark triplet. I want to add spin-orbit coupling by a two-by-two problem for $J=1$, with an exchange parameter $K$ and a spin-orbit parameter $\zeta$.

I used $+\zeta\,\mathbf L\cdot\mathbf S_c$ for the $p^5$ core. With it the upper line is the stronger one for every $\zeta$, and for large $\zeta$ the intensities tend to 1:2, lower to upper. But $p_{3/2}$ holds four electrons and $p_{1/2}$ holds two, so I would have expected 2:1. Where is the error, and how do the intensities change between the two coupling limits? What does this give for neon, argon and krypton?

**Answer**

The error is the sign of the spin-orbit operator: the open shell contains a hole. I will build the matrix from the beginning, so that this sign and the factors in $K$ can be traced.

**Assumptions and exchange**

Keep the single configuration $p^5s$, with the same radial functions in all its states. Let $|0\rangle$ be the closed-shell ground state, $i=x,y,z$ the real $p$ orbitals, and $\sigma$ a spin. The excited states without spin flip are

$$|i,\sigma\rangle=a^\dagger_{s\sigma}a_{i\sigma}|0\rangle .$$

The repulsion within $p^5$ is the same for all these states. So is the direct repulsion between $p^5$ and $s$, because the $s$ density is spherical. What distinguishes the states is the exchange integral

$$\iint \frac{p_i(1)s(1)\,s(2)p_j(2)}{r_{12}}\,d^3r_1d^3r_2=K\delta_{ij}.$$

For $i\ne j$ it vanishes, since reflecting the coordinate $i$ changes its sign; for $i=j$ rotations make the three values equal. The corresponding part of the Hamiltonian is

$$H_x=K\sum_{i\sigma\tau}a^\dagger_{i\sigma}a^\dagger_{s\tau}a_{i\tau}a_{s\sigma}
=-K\sum_{i\sigma\tau}a^\dagger_{i\sigma}a_{i\tau}a^\dagger_{s\tau}a_{s\sigma}.$$

The minus sign comes from exchanging $a^\dagger_{s\tau}$ and $a_{i\tau}$.

Let $H_x$ act on $|i,\sigma\rangle$. Each of the two full $p$ orbitals contributes $-K$, from $\tau=\sigma$. In the orbital with the hole, only the opposite spin $\bar\sigma$ is occupied, so only $\tau=\bar\sigma$ contributes:

$$-K a^\dagger_{i\sigma}a_{i\bar\sigma}a^\dagger_{s\bar\sigma}a_{i\sigma}|0\rangle
=+K a^\dagger_{s\bar\sigma}a_{i\bar\sigma}a^\dagger_{i\sigma}a_{i\sigma}|0\rangle
=+K|i,\bar\sigma\rangle .$$

Moving $a^\dagger_{s\bar\sigma}$ past two operators costs no sign; exchanging $a^\dagger_{i\sigma}$ and $a_{i\bar\sigma}$ gives the plus. Hence

$$H_x|i,\sigma\rangle=-2K|i,\sigma\rangle+K|i,\bar\sigma\rangle .$$

The sum over the two spins is the singlet, because $\sum_\sigma a^\dagger_{s\sigma}a_{i\sigma}$ does not change under spin rotations. Its exchange energy is $-K$. The difference is the triplet, with $-3K$. Therefore

$$\omega_S-\omega_T=2K .$$

In time-dependent density functional theory I take this relation as the definition of $K$: half the computed singlet-triplet separation. It then includes the exchange-correlation kernel and is no longer the bare integral. I assume $K>0$ and $\zeta>0$, and measure energies $E$ from $\omega_T$.

**The hole and its sign**

For one $p$ electron the spin-orbit operator is $\zeta\,\mathbf l\cdot\mathbf s$, with

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right]
=\begin{cases}+\tfrac12,&j=\tfrac32\\[2pt]-1,&j=\tfrac12.\end{cases}$$

The full shell has energy $4(\zeta/2)+2(-\zeta)=0$. Removing a $j=3/2$ electron leaves $-\zeta/2$; removing a $j=1/2$ electron leaves $+\zeta$. The core thus has $J_c=3/2$ below $J_c=1/2$. With core orbital momentum $\mathbf L$ and core spin $\mathbf S_c$, its operator is

$$H_{so}=-\zeta\,\mathbf L\cdot\mathbf S_c .$$

This is the sign you need.

**The two-by-two matrix**

Let $\mathbf S=\mathbf S_c+\mathbf S_s$ be the total spin, and write

$$\mathbf S_c=\tfrac12\mathbf S+\tfrac12(\mathbf S_c-\mathbf S_s).$$

The second term changes sign when the two spins are exchanged. It therefore has no matrix elements within the triplet, nor within the singlet. In the triplet $\mathbf S_c$ acts as $\mathbf S/2$, and in the singlet its expectation value is zero. With $L=S=1$,

$$-\frac{\zeta}{2}\mathbf L\cdot\mathbf S=-\frac{\zeta}{4}[J(J+1)-4]
=-\frac{\zeta}{2},\ \frac{\zeta}{2},\ \zeta
\quad\text{for }J=2,1,0 .$$

The levels $J=2$ and $J=0$ have no partner in this configuration, so these are their final energies.

For $J=1$ the coupling $v$ between $^3P_1$ and $^1P_1$ is still missing. It does not depend on $K$, so it can be found at $K=0$. There the $s$ electron does not interact with the core spin, and each core level supplies one $J=1$ state. The eigenvalues must be $-\zeta/2$ and $\zeta$. Comparing determinants,

$$\frac{\zeta}{2}\cdot0-|v|^2=-\frac{\zeta}{2}\cdot\zeta
\quad\Rightarrow\quad |v|=\frac{\zeta}{\sqrt2}.$$

The trace agrees as well: $\zeta/2=-\zeta/2+\zeta$. A choice of phase makes $v$ positive. In the order $(^3P_1,{}^1P_1)$,

$$H=\begin{pmatrix}\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&2K\end{pmatrix}.$$

**Energies and intensities**

Subtract the mean diagonal energy $K+\zeta/4$ and define

$$\delta=K-\frac{\zeta}{4},\qquad
M=\begin{pmatrix}-\delta&\zeta/\sqrt2\\ \zeta/\sqrt2&\delta\end{pmatrix},\qquad
R=\sqrt{\delta^2+\frac{\zeta^2}{2}} .$$

Multiplication gives $M^2=R^2\mathbf 1$, so the eigenvalues of $M$ are $\pm R$ and

$$E_\pm=K+\frac{\zeta}{4}\pm R .$$

The projectors on the two eigenstates are $P_\pm=(\mathbf 1\pm M/R)/2$. Their lower diagonal elements are the $^1P_1$ weights:

$$w_\pm=\frac12\left(1\pm\frac{\delta}{R}\right).$$

The electric dipole operator conserves spin, and the ground state is a singlet. In this model the $^1P_1$ part therefore carries all the intensity, and $w_\pm$ are the shares of the line strength. An oscillator strength is proportional to line strength times excitation energy, so with $\omega_\pm=\omega_T+E_\pm$ and the singlet value $f_S$,

$$f_\pm=f_S\,w_\pm\frac{\omega_\pm}{\omega_S}.$$

The weighted energy sum is the singlet diagonal element:

$$w_+\omega_++w_-\omega_-=\omega_T+2K=\omega_S .$$

Hence $f_++f_-=f_S$: spin-orbit coupling redistributes the oscillator strength but does not change its total in this model.

With your sign, the triplet diagonal element would be $-\zeta/2$ and $\delta$ would become $K+\zeta/4$. That is positive for every $\zeta$, which is why your upper line always stayed stronger.

**From LS to jj coupling**

For $\zeta\ll K$,

$$\frac{\delta}{R}=\left(1+\frac{\zeta^2}{2\delta^2}\right)^{-1/2}
\approx1-\frac{\zeta^2}{4\delta^2},\qquad
w_-\approx\frac{\zeta^2}{8K^2}.$$

The lower state is nearly a triplet and borrows its intensity from the singlet. The energy shift of $^3P_1$ is linear in $\zeta$, but its intensity is quadratic.

For $K\ll\zeta$, put $k=K/\zeta$. Then

$$\delta=-\frac{\zeta}{4}(1-4k),\qquad
R=\frac{3\zeta}{4}\sqrt{1-\frac{8k}{9}+\frac{16k^2}{9}}
\approx\frac{3\zeta}{4}\left(1-\frac{4k}{9}\right).$$

To first order in $k$,

$$\frac{\delta}{R}\approx-\frac13\left(1-4k+\frac{4k}{9}\right)
=-\frac13+\frac{32k}{27},\qquad
w_-\approx\frac23-\frac{16}{27}\frac{K}{\zeta}.$$

The limit is the 2:1 ratio you expected, lower to upper. Your electron count can be justified directly. Write a normalized $p$ spin-orbital as $\sum_{k\sigma}c_{k\sigma}|p_k\sigma\rangle$, where $k$ now labels $x,y,z$. Its dipole strength to both $s$ spin states, summed over the three directions, is $d^2\sum_{k\sigma}|c_{k\sigma}|^2=d^2$, where $d$ is the common dipole integral. Each electron contributes equally, whatever its $j$. Without exchange, four electrons feed the lower line and two the upper.

Between the limits, set $t=\sqrt2(K/\zeta-1/4)$. Then

$$w_-=\frac12\left(1-\frac{t}{\sqrt{1+t^2}}\right).$$

Since $t$ falls as $\zeta/K$ rises, $w_-$ rises steadily from 0 towards 2/3. The lines have equal strength at $t=0$, that is at

$$\zeta=4K .$$

There the two diagonal elements coincide, and each state is half singlet and half triplet. At fixed $\zeta$ this is also where the splitting $2R$ is smallest: $\sqrt2\,\zeta$, slightly below the jj value $3\zeta/2$.

If instead $K$ is fixed and $\zeta$ grows from zero, the splitting first decreases. From

$$R^2=K^2-\frac{K\zeta}{2}+\frac{9\zeta^2}{16},$$

the minimum is at $\zeta=4K/9$, where $R^2=8K^2/9$ and $2R\approx1.886K$. The rising triplet level first approaches the singlet; the repulsion between them, quadratic in $\zeta$, wins later. For example, $2R$ is $1.955K$ at $\zeta=0.1K$, $1.888K$ at $\zeta=0.5K$ and $2.062K$ at $\zeta=K$.

**Parameters for real atoms**

I used the BHandHLYP functional in the Tamm-Dancoff approximation, with nonrelativistic orbitals and the def2-TZVPP basis plus diffuse functions. Singlet and triplet calculations give $K$. For $\zeta$, start from the leading relativistic spin-orbit term in a central potential energy $V(r)$, in Hartree atomic units:

$$H_{so}=\frac{\alpha^2}{2}\frac1r\frac{dV}{dr}\,\mathbf l\cdot\mathbf s .$$

If $N(r)$ electrons lie inside radius $r$, Gauss's law gives $dV/dr=[Z-N(r)]/r^2$, so

$$\zeta=\frac{\alpha^2}{2}\left\langle\frac{Z-N(r)}{r^3}\right\rangle_{np}.$$

For the $2p$ level of He$^+$, where $N=0$, this gives a splitting $3\zeta/2$ of 26.626 microhartree; the Dirac energies give 26.629. That tests the formula for one electron. In the neutral atoms there is a further approximation: $N(r)$ includes the electron's own charge, while exchange and spin-other-orbit terms are left out.

**Argon, step by step**

The calculation gives $\omega_T=0.40970$ and $\omega_S=0.41614$ hartree. Half the difference is $K=3.22$ millihartree, and the radial integral gives $\zeta=4.13$ millihartree. In millihartree,

$$\delta=3.219-\frac{4.126}{4}=2.188,\qquad
R=\sqrt{2.188^2+\frac{4.126^2}{2}}=3.647,$$

$$E_\pm=3.219+1.031\pm3.647\quad\Rightarrow\quad E_-=0.60,\quad E_+=7.90 .$$

The lines lie at 0.4103 and 0.4176 hartree, or 11.17 and 11.36 eV. The lower share is

$$w_-=\frac12\left(1-\frac{2.188}{3.647}\right)=0.20 .$$

With $f_S=0.265$, the lower oscillator strength is

$$f_-=0.265\times0.200\times\frac{0.4103}{0.4161}=0.052,$$

and the upper one is 0.213. The last digits depend on the basis. With the $s$, $p$ and $d$ shells of def2-QZVPP and a larger diffuse set, the lines move down by 0.01 to 0.02 eV, $f_S$ rises to 0.270 and the upper strength to about 0.218, while $f_-$ stays at 0.052.

You can check a set of four levels without diagonalizing anything. The traces give

$$E_{J=0}-E_{J=2}=\frac{3\zeta}{2},\qquad
E_++E_--E_{J=0}-E_{J=2}=2K .$$

For argon the second relation reads $7.897+0.604-4.126+2.063=6.438$ millihartree, which is $2\times3.219$. Since $R$ cancels in this sum, the splitting of the two $J=1$ levels needs a separate test. The determinant gives $E_+E_-=K\zeta-\zeta^2/2$, and for argon both sides are 4.77 in millihartree squared. The two trace relations also extract $\zeta$ and $K$ from a given set of levels, provided the one-configuration model applies.

**Comparing the three atoms**

| Atom | $K$ (millihartree) | $\zeta$ (millihartree) | $\zeta/K$ | $w_-$ |
|---|---:|---:|---:|---:|
| Ne | 3.62 | 2.34 | 0.65 | 0.06 |
| Ar | 3.22 | 4.13 | 1.28 | 0.20 |
| Kr | 3.25 | 14.09 | 4.34 | 0.51 |

The digits shown allow the arithmetic to be followed, but they are not all converged in the basis. The larger basis mentioned above gives $K=3.63$, $3.17$, $3.21$ and $\zeta=2.37$, $4.00$, $14.01$ millihartree, which are shifts of up to 0.05 in $K$ and 0.12 in $\zeta$. The ratios $\zeta/K$ become 0.65, 1.26 and 4.36, and $w_-$ is unchanged to the two digits in the table.

The exchange parameter changes little, while $\zeta$ grows by a factor of about six. The change in coupling along this series is therefore mainly a change in $\zeta$.

In its intensities neon is close to LS coupling: the leading estimate $\zeta^2/(8K^2)$ gives 0.052, against 0.061 from the full formula. Its levels deviate more clearly: the lower $J=1$ level lies 0.75 millihartree above $\omega_T$, not $\zeta/2=1.17$. With the parameters in the table, krypton is just past the crossing, and the first-order jj estimate gives 0.530, against 0.514. It is still well short of the limiting share 2/3, although its levels already form two pairs about 20 millihartree apart, close to the core splitting $3\zeta/2=21.1$ millihartree. The energy pattern therefore looks closer to jj coupling than the intensities do.

With this functional and basis, the krypton oscillator strengths come out almost equal, both about 0.158 (0.163 and 0.162 in the larger basis), although the line strengths differ slightly. The factor $\omega_-/\omega_+=0.35575/0.37569=0.947$ nearly cancels the strength ratio $0.5138/0.4862=1.057$. I would not predict from this which line is stronger: lowering $\zeta/K$ by about 8% would bring the line strengths back to equality, and the approximations in $K$ and $\zeta$ do not justify such precision.

**Where the model can fail**

Excitations from the outer $p$ shell to $s$ orbitals, taken together, have a weight of at least 0.9996 in the computed singlet of all three atoms, so other excitations, such as $p$ to $d$, hardly mix in. The overlap between singlet and triplet transition amplitudes is about 0.996 to 0.997, so a common radial transition function is also a good approximation here. These figures describe the states before spin-orbit coupling is added. They do not measure the error of the functional, the basis or $\zeta$, and the line positions should not be read as measured ones.

If another configuration with the same parity and $J=1$ comes close in energy, it can mix in and carry intensity of its own. The matrix must then be enlarged, and neither $\zeta=4K$ nor the limiting ratio 2:1 need hold.

## Numbers as computed

```
passage: zeta/K | splitting/K | lower share | upper share
   0.1 |    1.9551 | 0.0013 | 0.9987
   0.5 |    1.8875 | 0.0364 | 0.9636
   1.0 |    2.0616 | 0.1362 | 0.8638
   2.0 |    3.0000 | 0.3333 | 0.6667
   4.0 |    5.6569 | 0.5000 | 0.5000
  10.0 |   14.4568 | 0.6038 | 0.3962
 100.0 |  149.3452 | 0.6607 | 0.3393
smallest splitting/zeta: 1.4142 at K/zeta = 0.2500
He+ 2p splitting: 3*zeta/2 = 26.626, Dirac = 26.629 microhartree
Ne: triplet 0.58578, singlet 0.59301, -HOMO 0.68698 hartree
Ne: K 3.618, zeta 2.338 millihartree; zeta/K 0.646
Ne: singlet p-to-s weight 0.9999; singlet-triplet overlap 0.9971
Ne: shifts J=2,1,0,1: -1.169, 0.748, 2.338, 7.656 millihartree
Ne: J=1 lines 0.58653, 0.59344 hartree = 15.960, 16.148 eV
Ne: line-strength shares lower 0.0610, upper 0.9390
Ne: oscillator strengths lower 0.0085, upper 0.1324, total 0.1409
Ar: triplet 0.40970, singlet 0.41614, -HOMO 0.49810 hartree
Ar: K 3.219, zeta 4.126 millihartree; zeta/K 1.282
Ar: singlet p-to-s weight 0.9998; singlet-triplet overlap 0.9967
Ar: shifts J=2,1,0,1: -2.063, 0.604, 4.126, 7.897 millihartree
Ar: J=1 lines 0.41031, 0.41760 hartree = 11.165, 11.363 eV
Ar: line-strength shares lower 0.2000, upper 0.8000
Ar: oscillator strengths lower 0.0523, upper 0.2128, total 0.2650
Kr: triplet 0.35895, singlet 0.36545, -HOMO 0.44496 hartree
Kr: K 3.249, zeta 14.094 millihartree; zeta/K 4.338
Kr: singlet p-to-s weight 0.9996; singlet-triplet overlap 0.9956
Kr: shifts J=2,1,0,1: -7.047, -3.197, 14.094, 16.742 millihartree
Kr: J=1 lines 0.35575, 0.37569 hartree = 9.681, 10.223 eV
Kr: line-strength shares lower 0.5138, upper 0.4862
Kr: oscillator strengths lower 0.1579, upper 0.1578, total 0.3158
```
